# Why a thin superlattice's layer-resolved band edges miss the offset

**Question**

I want the valence band offset between two insulators A and B. I build a periodic superlattice with $N$ cells of each, find the highest occupied state that lives mainly in the A layers and the highest one that lives mainly in the B layers, and subtract their energies. These are the edges I see in the layer-resolved density of states.

To learn how thick the layers must be, I use a one-dimensional tight-binding model with self-consistent electrostatics. Going from $N=3$ to $N=4$ changes the offset by about 0.02 meV. Can I call it converged? A colleague says I should take only the electrostatic potential from the superlattice and get the band edges from bulk calculations. Why would that be better, if both come from the same self-consistent calculation?

**Answer**

It is not converged: in the model below, which shows the same behaviour, the reading at $N=3$ and $N=4$ is wrong by 19 meV. The two quantities converge by different laws. The potential depends on the charge density, which deep in an insulating layer forgets the interfaces exponentially. The edge you read is the energy of one standing wave, which has to fit into the layer however insulating the material is.

**The model**

I use Hartree atomic units. Independent chains, each occupying a lateral area $S$, have alternating cation and anion sites at spacing $d$, with hopping amplitude $-t$ between neighbours. A and B share the cation and differ in the anion. Every site has core charge 1, and there are two electrons per cell of length $2d$. A layer of $N$ cells has thickness $L=2Nd$. Site charges are smeared into uniform sheets, and electrons interact through the Hartree potential alone. Exchange and correlation are left out.

Let $U$ be the electrostatic energy of an electron and $Q_i$ the net charge of site $i$. Since $U$ is minus the electrostatic potential, Poisson's equation reads $U''=4\pi\rho$. Between sheets $U$ is linear, and at sheet $i$ its slope jumps by $4\pi Q_i/S$:

$$\frac{U_{i+1}-U_i}{d}-\frac{U_i-U_{i-1}}{d}=\frac{4\pi Q_i}{S}
\;\Rightarrow\; U_{i+1}-2U_i+U_{i-1}=gQ_i,\quad g=\frac{4\pi d}{S}.$$

The macroscopic average over one cell centred on site $i$ is the area of two trapezoids divided by $2d$:

$$\bar U_i=\frac{1}{2d}\left[d\,\frac{U_{i-1}+U_i}{2}+d\,\frac{U_i+U_{i+1}}{2}\right]=\frac{U_{i-1}+2U_i+U_{i+1}}{4}.$$

**What the offset consists of**

In a bulk crystal let the anion carry charge $-q$ and the cation $+q$. The sheet equation at an anion gives $2(U_{\rm cat}-U_{\rm an})=-gq$, so $U_{\rm an}-U_{\rm cat}=gq/2$. The average lies halfway between the two, hence $U_{\rm an}-\bar U=gq/4$.

Call the full site energies $E_0\mp\Delta$, with the anion lower. The Bloch Hamiltonian couples them by $-2t\cos kd$, so

$$(E-E_0)^2=\Delta^2+4t^2\cos^2kd .\tag{1}$$

The valence maximum is at $\cos kd=0$, where $E=E_0-\Delta$ is the anion energy. With $\varepsilon$ denoting the bare levels,

$$E_v-\bar U=\varepsilon_{\rm an}+\frac{gq}{4},\qquad 2\Delta=\varepsilon_{\rm cat}-\varepsilon_{\rm an}-\frac{gq}{2}.$$

A valence state has anion weight $\tfrac12(1+\Delta/R)$, with $R=\sqrt{\Delta^2+4t^2\cos^2kd}$. Two electrons per state minus core charge 1 leave $q=\langle\Delta/R\rangle$, averaged over $k$. This closes the equations for $\Delta$ and $q$.

A bulk calculation fixes $E_v$ only relative to its own $\bar U$. The superlattice supplies the missing lineup $W=\bar U_A-\bar U_B$, taken between layer centres:

$$\Delta E_v=(E_v-\bar U)_A-(E_v-\bar U)_B+W.\tag{2}$$

This needs a flat average potential inside each layer. Here each layer is mirror symmetric about its centre. A macroscopic field there would change sign under the reflection, so it must vanish. Inequivalent interfaces lack this protection; if a field remains, the edges drift across the layer and (2) has no unique centre value.

**Why the lineup converges exponentially**

Let $G(E)=(E-H)^{-1}$, and let $\mu$ lie in the gap. A level $E_n$ contributes to the integral below through

$$\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{1}{\mu+i\omega-E_n}=\frac12\,\mathrm{sgn}(\mu-E_n),$$

because the imaginary part is odd in $\omega$. Adding $\tfrac12$ gives occupation 1 or 0. The electron number on site $i$, both spins included, is therefore

$$n_i=1+\frac1\pi\int_{-\infty}^{\infty}d\omega\,G_{ii}(\mu+i\omega).$$

Now compare the superlattice with a single isolated interface, whose Green function is $G^0$. The identity $G-G^0=G^0\,\delta H\,G$ says that a site learns of the next interface through one propagation there and one back. In the gap each propagation decays as $e^{-\kappa x}$, so the density changes as $e^{-2\kappa x}$.

To find $\kappa$ in A, put $\mu=E_0$ and $kd=\pi/2+i\kappa d$. Then $\cos kd=-i\sinh\kappa d$, and (1) at $E=E_0+i\omega$ becomes

$$-\omega^2=\Delta^2-4t^2\sinh^2\kappa d\;\Rightarrow\;\sinh^2\kappa d=\frac{\Delta^2+\omega^2}{4t^2}.$$

The slowest decay on the integration path is at $\omega=0$, where $\sinh\kappa d=\Delta/2t$. This choice of $\mu$ requires the midgap energy of A to lie in the gap of B too, as it does here.

The layer centre is at distance $L/2=Nd$ from both interfaces. The charge between two neighbouring centres thus differs from that of an isolated interface by terms of order $e^{-2\kappa Nd}$ or smaller. Integrating it twice to obtain $W$ adds at most powers of $N$. Each added cell should reduce the lineup error by about $e^{-2\kappa d}$, up to such powers. The argument assumes that self-consistent screening does not lengthen the decay; I have not proved that, but the numbers below agree with it.

**Why the edges converge as a power**

Near the valence maximum write $kd=\pi/2+q_zd$, so that $\cos^2kd=\sin^2q_zd$. The distance of a state below the edge is

$$s=\sqrt{\Delta^2+4t^2\sin^2q_zd}-\Delta\simeq\frac{2t^2d^2q_z^2}{\Delta}=\frac{q_z^2}{2m},\qquad m=\frac{\Delta}{4t^2d^2}.\tag{3}$$

The top state in a layer has an even envelope $\cos q_zx$. Outside the layer it decays, which fixes the logarithmic derivative of the envelope at the boundary to some value $-1/b$, with $b$ nearly constant at small $q_z$:

$$q_z\tan\frac{q_zL}{2}=\frac1b\;\Rightarrow\;\frac{q_zL}{2}=\frac\pi2-\arctan(q_zb)\simeq\frac\pi2-q_zb .$$

Hence $q_z(L+\ell)=\pi$ with $\ell=2b$, and

$$s\simeq\frac{\pi^2}{2m(L+\ell)^2}\simeq\frac{\pi^2}{2mL^2}\left(1-\frac{2\ell}{L}\right).\tag{4}$$

The inverse square is the leading term; the boundary length $\ell$ adds an inverse cube. This length is not simply a penetration depth. Even a layer cut off from its neighbour, with bulk site energies throughout, has $\ell=2d$, because the envelope vanishes at the first missing anion site, a distance $d$ beyond each boundary cation. Coupling to the neighbour and the interface potential then change $\ell$ in either direction.

This shift does not contradict the rapid convergence of the density. The density sums over all occupied states, and that sum is insensitive to how the individual standing waves fit into the layer. The top energy belongs to one of them.

Both readings lie below their bulk edges, so the apparent offset is

$$E_A-E_B=\Delta E_v-s_A+s_B+(W_N-W),\tag{5}$$

where $W_N$ is the lineup at finite thickness. For equal thicknesses the leading error is $-(\pi^2/2L^2)(1/m_A-1/m_B)$. If the masses were equal it would cancel, leaving $\pi^2(\ell_A-\ell_B)/(mL^3)$ as the next term for thick layers. A small error can therefore be a cancellation of two large ones.

**Numbers**

Take $d=5$ bohr, $S=200$ bohr², $t=0.05$ Ha, cation level 0, and anion levels $-0.28$ Ha (A) and $-0.38$ Ha (B). These are round model values. Then $g=0.31416$ Ha, and solving the bulk equations gives

- A: $q=0.7763$, $2\Delta=0.15806$ Ha, $m=0.316$, $E_v-\bar U=-0.21903$ Ha;
- B: $q=0.8747$, $2\Delta=0.24260$ Ha, $m=0.485$, $E_v-\bar U=-0.31130$ Ha.

For A, for instance, $2\Delta=0.28-0.31416\times0.7763/2=0.1581$ Ha.

I diagonalized the superlattice Hamiltonian repeatedly until $U$ was self-consistent, averaging the density over periodic and antiperiodic closure of the ring. The thickest case, $N=24$, gives $W=-0.01066$ Ha. Equation (2) then yields

$$\Delta E_v=-0.21903+0.31130-0.01066=0.0816\ \text{Ha}=2.221\ \text{eV}.$$

The valence band of A is 0.0484 Ha wide, less than the offset. The top of the B band therefore lies below the whole A band, and both edge states decay in the other material, as (4) assumes. In the periodic stack, tunnelling still broadens each level into a miniband, and the readings below are the miniband tops. The widths for A and B are 16 and 9 meV at $N=2$, 1.3 and 0.8 meV at $N=3$, and about 0.1 meV at $N=4$, so the picture of an isolated standing wave applies only from about four cells on. If the bands overlapped, the B edge would be a resonance coupled to A states, a case not treated here.

In the table the shifts are in mHa. The last two columns are errors in meV, relative to the converged offset and lineup.

| $N$ | $s_A$ | $s_B$ | read offset | lineup |
|---|---|---|---|---|
| 2 | 11.910 | 11.139 | −10.9 | 10.1 |
| 3 | 7.429 | 6.693 | −18.7 | 1.36 |
| 4 | 5.039 | 4.343 | −18.7 | 0.25 |
| 6 | 2.745 | 2.212 | −14.5 | 0.008 |
| 12 | 0.857 | 0.628 | −6.2 | $4\times10^{-7}$ |
| 24 | 0.241 | 0.167 | −2.0 | reference |

Your plateau is the pair $N=3,4$. Equation (5) explains it. The part $-s_A+s_B$ goes from $-0.736$ to $-0.696$ mHa, that is, from $-20.0$ to $-18.9$ meV. The lineup error falls from 1.36 to 0.25 meV. The two changes, $+1.1$ and $-1.1$ meV, compensate. At $N=2$ the lineup itself is wrong by 10 meV, so the exponential law is no help in layers that thin.

For the lineup, $\sinh\kappa d=0.0790/0.1$ gives $2\kappa d=1.45$ per added cell. Between $N=6$ and $N=10$ the error falls at a mean rate of 1.65 per cell. The rate drops slowly with thickness, from 1.74 between $N=4$ and 6 to 1.60 between $N=10$ and 12. That is what a power-law factor multiplying the exponential would produce, though I have not derived its exponent.

For the edges, inverting the full dispersion in (3) for $q_z$ gives $\ell_A=\pi/q_z-L=14.3$ bohr at $N=12$ and 14.4 bohr at $N=24$. For B it is 6.8 and 6.7 bohr. The near constancy confirms the standing-wave picture. At $N=24$, where $L=240$ bohr, (4) gives

$$s_A\simeq\frac{\pi^2}{2(0.316)(254.4)^2}=2.41\times10^{-4}\ \text{Ha},$$

in agreement with the table. Dropping $\ell_A$ would give $2.71\times10^{-4}$ Ha, 12% too much. The boundary lengths of the two layers also make the offset error fall by a factor of 3.1, not 4, between $N=12$ and $N=24$. Using (4) with these lengths, you would need about 36 cells per layer to bring the read offset within 1 meV. The lineup is that good at four cells.

Equal thicknesses also flatter the method. With 4 cells of A and 16 of B the reading is off by $-127$ meV; with 16 of A and 4 of B it is off by $+104$ meV. The thin layer's shift dominates, and it enters (5) with opposite signs in the two cases. The lineup errors there are 0.22 and 0.03 meV.

**What to do**

Take $W$ from the superlattice, take each $E_v-\bar U$ from a separate bulk calculation at the same level of theory, and combine them by (2). Increase the thickness until $W$ is stable and the average potential is flat over at least a full cell around each centre. A zero slope at the centre itself proves nothing in a symmetric layer, where reflection enforces it at any thickness. For $N=4$ this gives the offset to 0.25 meV within the model, where your reading misses by 19 meV.

Your readings do contain the right answer in the limit of thick layers. A constant plus powers $N^{-2}$ to $N^{-6}$, passed exactly through the six apparent offsets at $N=8$, 10, 12, 16, 20 and 24, extrapolates to 0.081616 Ha. Equation (2) with unrounded inputs gives the same six decimals, although the extrapolation uses neither the bulk edges nor the lineup. That accuracy takes a series of thicknesses and a fit that includes more than the inverse square: a constant plus $N^{-2}$ through $N=12$ and 24 is still off by 0.6 meV. Two successive thicknesses that agree are not a substitute for such a fit.
